# Elastic cost of crystallizing a phase-change glass at fixed volume

## Problem

In a simulation of a phase-change memory material, a glass fills a periodic cell whose volume is held fixed. The glass is initially free of stress. It then crystallizes completely. The crystal is denser, so it must stretch to fill the cell.

Take a crystal with isothermal bulk modulus $B=40$ GPa and stress-free volume $V_c=30$ Å$^3$ per atom. The stress-free glass has the larger atomic volume $V_a=V_c(1+\delta)$, with $\delta=0.06$. Show that the stretching costs about 13.5 meV per atom. Then decide how far this number can be trusted.

Assume at first that the crystal is cubic, free of defects and under purely hydrostatic stress. Pressure is positive in compression. All volumes and energies are per atom unless stated otherwise.

## Hints

1. Split the free-energy change into two parts: crystallization at zero pressure, followed by stretching the crystal from $V_c$ to $V_a$.
2. The definition $B=-V(\partial P/\partial V)_T$ fixes the curvature of the free energy at its minimum.
3. The mismatch is a relative change of volume, not of length.
4. To judge the harmonic result, find the third derivative of the free energy from the pressure derivative of $B$.

## Full solution

### Isolating the elastic term

Let $F_c(V)$ and $F_a(V)$ be the Helmholtz free energies of crystal and glass at the same temperature. The volume does not change, so the free-energy change is

$$
F_c(V_a)-F_a(V_a)
=\left[F_c(V_c)-F_a(V_a)\right]
+\left[F_c(V_a)-F_c(V_c)\right].
$$

In the first bracket each phase is at its own stress-free volume. Since $PV=0$ there, this bracket is also the zero-pressure Gibbs energy difference. We call it $-\Delta\mu$, where $\Delta\mu>0$ favours the crystal. The second bracket is the elastic cost $w$.

### From bulk modulus to energy

The pressure is $P=-F_c'(V)$, where a prime on $F_c$ denotes a volume derivative at fixed temperature. Therefore

$$
B=-V\frac{dP}{dV}=VF_c''(V),
\qquad
F_c''(V_c)=\frac{B}{V_c}.
$$

At $V_c$ the pressure vanishes, so $F_c'(V_c)=0$. The Taylor series has no linear term, and to second order

$$
w=\frac12F_c''(V_c)(V_a-V_c)^2
=\frac{B(V_a-V_c)^2}{2V_c}.
$$

Inserting $V_a-V_c=\delta V_c$ gives

$$
\boxed{w=\frac12BV_c\delta^2}.
$$

The factor $1/2$ appears because the tension grows from zero during the stretch. To the same order the final pressure is

$$
P=-B\delta=-40\times0.06\ \text{GPa}=-2.40\ \text{GPa}.
$$

The negative sign means tension. The cost is even in $\delta$: in this order, a crystal compressed by 6 percent would pay the same energy.

### Numbers

The volume gap is $31.80-30.00=1.80$ Å$^3$. With $1$ GPa Å$^3=6.2415$ meV,

$$
w=\frac12(40)(30)(0.06)^2\ \text{GPa Å}^3
=2.16\ \text{GPa Å}^3
=13.48\ \text{meV}.
$$

This is $2.16\times10^{-21}$ J per atom, and it proves the stated value within harmonic elasticity.

The linear strain is $(1.06)^{1/3}-1=1.96$ percent, about one third of the volume strain. Reading 6 percent as a linear strain would make the volume strain $(1.06)^3-1$, about 19 percent, and would raise the harmonic energy by a factor of about ten.

The square makes the mismatch the input to determine with most care. With $B$ and $V_c$ held fixed, $\delta=0.05$ gives 9.36 meV and $\delta=0.07$ gives 18.35 meV.

The reference volume matters less. If 30 Å$^3$ is the glass volume and the 6 percent is also referred to the glass, then $V_c=28.2$ Å$^3$, the gap is 1.8 Å$^3$, and

$$
w=\frac{40(1.8)^2}{2(28.2)}\ \text{GPa Å}^3=14.34\ \text{meV}.
$$

If 30 Å$^3$ is the glass volume but the mismatch is referred to the crystal, $V_c=30/1.06$ Å$^3$ and the cost is 12.72 meV. The convention should therefore accompany the number.

### The next order

A crystal usually softens when stretched. Let $B'=dB/dP$ at zero pressure. Differentiating $B=VF_c''$ and using $dP/dV=-F_c''$,

$$
B'=\frac{dB/dV}{dP/dV}
=-\frac{F_c''+VF_c'''}{F_c''}.
$$

Solving for the third derivative at $V_c$ gives

$$
F_c'''(V_c)=-(B'+1)\frac{F_c''(V_c)}{V_c}
=-(B'+1)\frac{B}{V_c^2}.
$$

The cubic Taylor term is $F_c'''(V_c)(\delta V_c)^3/6$. Adding it to the harmonic term,

$$
w=\frac12BV_c\delta^2
\left[1-\frac{B'+1}{3}\delta+O(\delta^2)\right].
$$

For $B'=5$ the bracket is $1-0.12=0.88$, and the cost falls to 11.86 meV.

A model crystal shows how much the higher orders matter. Place atoms on a simple cubic lattice and let each of the six nearest-neighbour bonds have the Morse energy

$$
\phi(r)=D\left[1-e^{-\alpha(r-r_0)}\right]^2,
\qquad r_0=V_c^{1/3},\quad \alpha r_0=4.
$$

Choosing $D=0.702$ eV reproduces $B=40$ GPa, and the computed pressure derivative is $B'=5.0$. Each bond is shared by two atoms, so there are three bonds per atom. At the glass volume,

$$
w=3D\left\{1-\exp\left[-4\left(1.06^{1/3}-1\right)\right]\right\}^2
=11.99\ \text{meV}.
$$

This is 11 percent below the harmonic value, and the tension is 2.01 GPa instead of 2.40 GPa. The Morse crystal is a static model for anharmonicity under uniform dilation only: with nearest-neighbour bonds on a simple cubic lattice its shear constant $c_{44}$ vanishes at $V_c$. It does not represent the bonding of a particular alloy. Its result shows that "13.5 meV" is a harmonic estimate whose second digit depends on $B'$.

### Heating and cell shape

Suppose the cell is fixed at the stress-free glass volume at 300 K and then heated to 600 K. Give both phases the same free volumetric expansion $\theta$. The initial glass is now compressed, with strain about $-\theta$, while the final crystal has strain about $\delta-\theta$. If both have modulus $B$, and volume differences in the prefactor are neglected, the change in elastic energy is

$$
\frac12BV_c\left[(\delta-\theta)^2-\theta^2\right]
=\frac12BV_c\delta^2-BV_c\delta\theta.
$$

A rough expansion coefficient of $5\times10^{-5}$ K$^{-1}$ gives $\theta=0.015$. The second term is then half of the first, and the cost is 6.74 meV. Retaining the actual expanded volumes in the two quadratic energies gives 6.59 meV. The volume at which the cell was fixed can thus matter more than anharmonicity.

A fixed cell shape can add shear. Let the crystal have an extra strain $\eta$ along one axis and $-\eta/2$ along the other two. These strains sum to zero, so they do not change the volume to first order. In an isotropic solid with shear modulus $G$, their energy is

$$
GV_c\left(\eta^2+\frac{\eta^2}{4}+\frac{\eta^2}{4}\right)
=\frac32GV_c\eta^2.
$$

For $G=20$ GPa and $\eta=0.02$ this adds 2.25 meV. It is a separate cost of imposing the cell shape and is not contained in the hydrostatic formula.

### Comparison with a real memory cell

The chosen modulus, atomic volume and mismatch are rough values in the range of Ge-Sb-Te phase-change alloys. They do not specify one composition or film. A real device breaks the fixed-volume assumption: its surroundings deform, and material may contract towards a free surface or open a void. If the surroundings take up half of the volume mismatch, the strain left in the crystal is halved and its harmonic energy falls to one quarter, about 3.4 meV. Energy stored in the surroundings must then be counted separately. If contraction is free, the elastic cost vanishes. The 13.5 meV therefore describes a rigid simulation cell more closely than a device. A simulation at zero pressure with a fully variable cell removes this term, because the crystal can reach $V_c$ and its preferred shape.

## Variation 1: can crystallization stop before completion?

**Question.** Let a fraction $x$ of the atoms be crystalline. Both phases share one pressure, and the glass has bulk modulus $B_a$. When does the last glass crystallize?

**Solution.** Neglect shear and interface energy, and take the initial glass to be stress-free at the temperature considered. Linear elasticity gives the phase volumes

$$
v_c=V_c\left(1-\frac PB\right),
\qquad
v_a=V_a\left(1-\frac P{B_a}\right).
$$

The fixed total volume requires $xv_c+(1-x)v_a=V_a$. Substitution gives

$$
-PD=x(V_a-V_c),
\qquad
D=\frac{xV_c}{B}+\frac{(1-x)V_a}{B_a}.
$$

The two elastic energies add to

$$
W(x)=\frac{xV_cP^2}{2B}+\frac{(1-x)V_aP^2}{2B_a}
=\frac{P^2D}{2}
=\frac{x^2(V_a-V_c)^2}{2D}.
$$

At $x=1$ this returns $w$. At $x=1/2$ with equal moduli it is 3.27 meV per atom of the whole cell, about one quarter of $w$. The early stages are cheap and the last ones are expensive.

To find the final slope, differentiate the logarithm of $W$:

$$
\frac{W'(x)}{W(x)}=\frac2x-\frac{D'}D.
$$

At $x=1$, $D=V_c/B$ and $D'=V_c/B-V_a/B_a$. Hence

$$
W'(1)=w\left(1+\frac{V_aB}{V_cB_a}\right).
$$

Equal moduli give $13.48(1+1.06)=27.77$ meV. A softer glass with $B_a=25$ GPa gives 36.35 meV.

The free energy relative to the initial glass is $W(x)-x\Delta\mu$. Since $D=a+bx$ with $a=V_a/B_a$, the second derivative of $x^2/D$ is $2a^2/D^3>0$. The free energy is convex, so its minimum lies at $x=1$ when $\Delta\mu\ge W'(1)$. Comparing $\Delta\mu$ with $w$ alone is insufficient: for equal moduli and $\Delta\mu=20$ meV, the full crystal is lower than the glass, but a mixture is lower still.

For a constant latent heat $L$ and melting temperature $T_m$, the entropy difference is $L/T_m$, so

$$
\Delta\mu=L\left(1-\frac T{T_m}\right).
$$

Setting this equal to $W'(1)$ gives the highest temperature for complete crystallization,

$$
T_{\text{full}}=T_m\left[1-\frac{W'(1)}L\right].
$$

With the rough inputs $L=120$ meV per atom and $T_m=900$ K, it is 692 K for equal moduli and 627 K for the softer glass. At 600 K the driving force is 40 meV, so both models favour completion, the second by less than 4 meV.

That small margin is not secure. If the undercooled liquid has a larger heat capacity than the crystal, by $\Delta c$, integration of the enthalpy and entropy differences lowers $\Delta\mu$ by

$$
\int_T^{T_m}\Delta c(T')\left(1-\frac T{T'}\right)dT'>0.
$$

For constant $\Delta c$ this is $\Delta c\,[T_m-T-T\ln(T_m/T)]$. At 600 K, $\Delta c=k_B$ per atom already removes 4.9 meV, more than the margin. Moreover, the linear formula gives the softer glass a stretch of about 10 percent at a tension of 2.4 GPa, a strain at which that formula is doubtful. Softening works in the opposite direction: with Morse energies of the same form ($B'=5$) for both phases, $W'(1)$ falls to 23.3 and 31.6 meV and $T_{\text{full}}$ rises to 726 and 663 K. The completion temperatures are therefore uncertain by several tens of kelvin.

## Variation 2: can a void relieve the tension?

**Question.** A crystallized cell contains $N$ atoms. At what size does opening one spherical void lower its energy?

**Solution.** Let the void take up a fraction $u$ of the total mismatch volume $N\Delta V$, where $\Delta V=V_a-V_c$. The remaining crystal strain is $(1-u)\delta$. A sphere of volume $v$ has area $(36\pi)^{1/3}v^{2/3}$. With surface energy $\gamma$, the energy per atom is

$$
w(1-u)^2+
\frac{\gamma(36\pi)^{1/3}(uN\Delta V)^{2/3}}N.
$$

Subtract the void-free energy $w$ and divide by $w$:

$$
g(u)=-2u+u^2+c\,u^{2/3},
\qquad
c=\frac{\gamma(36\pi)^{1/3}(\Delta V)^{2/3}}{wN^{1/3}}.
$$

The void is favourable if $g<0$ for some $u$, which means

$$
c<h(u)=2u^{1/3}-u^{4/3}.
$$

The condition $h'(u)=\frac23u^{-2/3}-\frac43u^{1/3}=0$ gives $u=1/2$. There $h=\frac32\,2^{-1/3}$, so the threshold is $c^3=27/16$. Solving for $N$,

$$
N_*=\frac{16}{27}
\left[\frac{\gamma(36\pi)^{1/3}(\Delta V)^{2/3}}w\right]^3.
$$

For a rough surface energy $\gamma=0.30$ J/m$^2$, or 18.7 meV/Å$^2$, the square bracket is

$$
\frac{18.7\times4.84\times1.48}{13.48}\approx9.94,
$$

and $N_*\approx582$, or about 600 atoms. The void radius at the threshold is 5.0 Å.

Below this size the uniformly stretched crystal has the lower energy in this model. Above it, a state with a void is lower, but it need not form during a simulation: at small $u$ the term $c\,u^{2/3}$ exceeds $2u$, so there is a barrier. With these inputs it is only about 0.5 eV in the harmonic model, roughly $10\,k_BT$ at 600 K. Its top lies at a void of two to three atomic volumes, where a continuum surface energy has little meaning, so the model cannot say whether the void forms in a given run. The crystal must also have more lattice sites than atoms, with the void supplying the empty sites.

The threshold is an estimate of scale. It varies as $\gamma^3$, and a radius of 5 Å is less than twice the 3.1 Å bond length of the Morse crystal, so a continuum surface energy is uncertain. The softening of the stretched crystal matters too: with the Morse energy in place of the harmonic one, the threshold rises to about 875 atoms. Stress concentration around the void is also omitted. The estimate nevertheless identifies a condition on the original result: 13.5 meV per atom applies to a crystal that remains uniformly stretched, even when a large cell offers a lower-energy way to relieve the tension.

Most of the numerical values used here are collected in the check's output.

## Table of computed values

```
Crystal bulk modulus: 40.0 GPa
Crystal atomic volume: 30.00 A^3
Volumetric mismatch: 6.0 %
Glass atomic volume: 31.80 A^3
Volume gap per atom: 1.80 A^3
Linear strain: 1.961 %
1 GPa A^3: 6.2415 meV
Harmonic crystal pressure: -2.40 GPa
Elastic cost per atom: 2.160e-21 J
Elastic cost per atom: 13.48 meV
Cost at 5% mismatch: 9.36 meV
Cost at 7% mismatch: 18.35 meV
Cost, volume and mismatch per glass: 14.34 meV
Cost, 30 A^3 glass, mismatch per crystal: 12.72 meV
Morse well depth per bond: 0.702 eV
Morse pressure derivative B': 5.000 (no unit)
Cost with cubic correction: 11.86 meV
Morse crystal cost: 11.99 meV
Morse change from harmonic: -11.0 %
Morse pressure at glass volume: -2.01 GPa
Soft glass bulk modulus: 25.0 GPa
Half-crystallized cost, equal moduli: 3.27 meV
Final slope, equal moduli: 27.77 meV
Final slope, soft glass: 36.35 meV
Latent heat per atom: 120.0 meV
Melting temperature: 900 K
Anneal temperature: 600 K
Driving force at anneal: 40.00 meV
Net gain after elastic cost: 26.52 meV
Completion limit, equal moduli: 692 K
Completion limit, soft glass: 627 K
Cell-fixing temperature: 300 K
Volumetric expansion coefficient: 5.0e-05 1/K
Free thermal volume strain: 1.50 %
Elastic cost after heating: 6.59 meV
Linearized cost after heating: 6.74 meV
Shear modulus: 20.0 GPa
Axial misfit: 2.0 %
Additional shape cost: 2.25 meV
Surface energy: 0.30 J/m^2
Void crossover cell size: 582 atoms
Void radius at crossover: 5.00 A
```
